# Talman's min-max principle and the optimal no-pair projector

## 1. A free electron at fixed momentum

Take a free electron with momentum $p$ along $z$ and spin along $z$. Its upper and lower components are two numbers, and with rest energy $M$ the Dirac Hamiltonian is

$$h=\begin{pmatrix}M&cp\\cp&-M\end{pmatrix},\qquad \text{eigenvalues }\pm\varepsilon,\quad \varepsilon=\sqrt{M^2+c^2p^2}.$$

Minimizing the mean energy over both components gives $-\varepsilon$, not the electron energy. There are two remedies.

First, fix the upper component at 1 and maximize over the lower component $t$. The largest value of $(M+2cpt-Mt^2)/(1+t^2)$ is the top eigenvalue $\varepsilon$, reached at $t=cp/(\varepsilon+M)$.

Second, choose a one-dimensional "electron space", spanned by a unit vector at angle $\theta$ to the positive eigenvector. The energy there is
$$\varepsilon\cos^2\theta-\varepsilon\sin^2\theta=\varepsilon\cos2\theta\le\varepsilon .$$
A wrong choice admits negative-energy character and lowers the energy; the best choice gives the highest energy.

With a nucleus present, the first remedy becomes Talman's principle and the second a statement about no-pair energies. The second then needs a condition, because there are several electron states.

## 2. Setting and statements

Rydberg atomic units are used: $\hbar=1$, $m=\tfrac12$, $e^2=2$, $c=2/\alpha$. Lengths are in bohr and energies in Ry. For one electron and a fixed point nucleus of charge $Z$,

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta M-\frac{\nu}{r},\quad M=mc^2=\frac{c^2}{2},\quad \nu=2Z,$$
$$a=\frac{\nu}{c}=Z\alpha,\qquad s=\sqrt{1-a^2}.$$

Assume $0<a<\tfrac12$. Write $H_0$ for $H$ without the potential. Hardy's inequality $\|\psi/r\|\le2\|\nabla\psi\|$ gives
$$\|(\nu/r)\psi\|\le 2a\,\|c\,\boldsymbol\alpha\cdot\mathbf p\,\psi\|\le2a\|H_0\psi\| .$$
Since $2a<1$, the Kato–Rellich theorem makes $H$ self-adjoint on $H^1$, the spinors with square-integrable gradient.

Write $\psi=(f,g)$ with upper and lower two-spinors $f,g\in H^1$, and $R(\psi)=\langle\psi,H\psi\rangle/\|\psi\|^2$.

**Statement A (Talman).**
$$E_1=sM=\min_{f\ne0}\ \sup_g R(f,g),$$
and $E_1$ is the lowest point of the spectrum above $-M$.

For statement B, a splitting is a pair of orthogonal projectors $\Lambda_\pm$ with $\Lambda_++\Lambda_-=1$ that map $H^1$ into itself. Its no-pair energy $E(\Lambda_+)$ is the infimum of $R$ on the range of $\Lambda_+$, and $a_-$ is the supremum of $R$ on the range of $\Lambda_-$. The splitting is admissible if $a_-<E_1$.

**Statement B.** Every admissible splitting has $E(\Lambda_+)\le E_1$. The projector $P_+$ on the spectrum of $H$ above $-M$ is admissible and gives equality.

## 3. Eliminating the lower component

Let $B=c\,\boldsymbol\sigma\cdot\mathbf p$ and, for $E>-M$,
$$W_E=\frac{1}{M+E+\nu/r}.$$
Then
$$\langle\psi,(H-E)\psi\rangle=\langle f,(M-E-\tfrac{\nu}{r})f\rangle+2\,\mathrm{Re}\langle g,Bf\rangle-\langle g,W_E^{-1}g\rangle.$$
Completing the square in $g$ gives
$$\langle\psi,(H-E)\psi\rangle=q_E(f)-\|W_E^{-1/2}(g-W_EBf)\|^2,\tag{1}$$
$$q_E(f)=\langle f,(M-E-\tfrac{\nu}{r})f\rangle+\langle Bf,W_EBf\rangle.\tag{2}$$

The maximizer $W_EBf$ need not lie in $H^1$. However, $W_E^{-1/2}W_EBf=W_E^{1/2}Bf$ is square integrable, and smooth functions vanishing near the origin are dense in the space with weight $W_E^{-1}$. Hence the supremum of (1) over $g\in H^1$ is $q_E(f)$.

For $f\ne0$, $q_E(f)$ decreases strictly:
$$\frac{dq_E(f)}{dE}=-\|f\|^2-\|W_EBf\|^2.\tag{3}$$

Suppose $q_\gamma(f)=0$. By (1), $R(f,g)\le\gamma$ for all $g$. If the supremum were some $\gamma'<\gamma$, then $\langle\psi,(H-\gamma)\psi\rangle\le-(\gamma-\gamma')\|f\|^2$ for every $g$, contradicting a supremum of zero. So the zero $\gamma$ of $q_E(f)$ is $\sup_gR(f,g)$. Call it the Talman level of $f$.

In the nonrelativistic limit, with $E-M$ fixed and $c\to\infty$, $c^2W_E\to c^2/2M=1$. Formally, $q_E(f)$ becomes $\langle f,(p^2-2Z/r)f\rangle-(E-M)\|f\|^2$, and the minimization over $f$ is the Rayleigh–Ritz principle.

## 4. The angular operator

Let $\mathbf n=\mathbf r/r$ and $K=1+\boldsymbol\sigma\cdot\mathbf L$. Use $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf C)=\mathbf A\cdot\mathbf C+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf C)$. Since $\nabla\cdot\mathbf n=2/r$ and $\nabla\times\mathbf n=0$, we have $\mathbf p\cdot\mathbf n=\mathbf n\cdot\mathbf p-2i/r$ and $\mathbf p\times\mathbf n=-\mathbf n\times\mathbf p=-\mathbf L/r$. Therefore

$$\boldsymbol\sigma\cdot\mathbf n\;\boldsymbol\sigma\cdot\mathbf p=\mathbf n\cdot\mathbf p+\frac{i(K-1)}{r},\qquad
\boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\mathbf n=\mathbf n\cdot\mathbf p-\frac{i(K+1)}{r},\tag{4}$$
$$[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf n]=-\frac{2iK}{r}.\tag{5}$$

Multiply the first relation in (4) by $\boldsymbol\sigma\cdot\mathbf n$ from the left and the second from the right. Both then equal $\boldsymbol\sigma\cdot\mathbf p$. Because $\mathbf n\cdot\mathbf p=-i\partial_r$ commutes with $\boldsymbol\sigma\cdot\mathbf n$,
$$\boldsymbol\sigma\cdot\mathbf n\,(K-1)=-(K+1)\,\boldsymbol\sigma\cdot\mathbf n .$$
So $K$ anticommutes with $\boldsymbol\sigma\cdot\mathbf n$. It also anticommutes with $\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\mathbf n\,[-i\partial_r+i(K-1)/r]$, because it commutes with the bracket.

The eigenvalues of $\boldsymbol\sigma\cdot\mathbf L$ are $l$ for $j=l+\frac12$, and $-l-1$ for $j=l-\frac12$ with $l\ge1$. Thus $K$ is $l+1$ or $-l$, and $|K|\ge1$. Let $U=\mathrm{sgn}\,K$. It is unitary and self-adjoint, anticommutes with $\boldsymbol\sigma\cdot\mathbf n$ and $\boldsymbol\sigma\cdot\mathbf p$, and commutes with $p^2$, so it preserves $H^1$.

## 5. Positivity at $E_1$

Set $\mu=(1-s)/a$ and $W=W_{E_1}$. Expand
$$S(f)=\|W^{1/2}(Bf-i\mu W^{-1}\boldsymbol\sigma\cdot\mathbf n\,Uf)\|^2\ge0.$$
The cross term follows from $U\,\boldsymbol\sigma\cdot\mathbf n\,\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\mathbf n\,\boldsymbol\sigma\cdot\mathbf p\,U$ and (5):
$$2\,\mathrm{Re}\langle Bf,i\mu\,\boldsymbol\sigma\cdot\mathbf n\,Uf\rangle=\langle f,i\mu c[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf n]Uf\rangle=2\mu c\,\langle f,\tfrac{|K|}{r}f\rangle.$$
Hence
$$S(f)=\langle Bf,WBf\rangle-2\mu c\langle f,\tfrac{|K|}{r}f\rangle+\mu^2\langle f,(M+E_1+\tfrac{\nu}{r})f\rangle.$$
Solve for $\langle Bf,WBf\rangle$ and insert it into (2):
$$q_{E_1}(f)=S(f)+\Big\langle f,\Big[M-E_1-\mu^2(M+E_1)+\frac{2\mu c|K|-\nu(1+\mu^2)}{r}\Big]f\Big\rangle.$$

Two identities simplify the bracket. From $a^2=(1-s)(1+s)$,
$$\mu^2(M+E_1)=M\frac{(1-s)^2(1+s)}{a^2}=M(1-s)=M-E_1,$$
$$1+\mu^2=\frac{a^2+(1-s)^2}{a^2}=\frac{2(1-s)}{a^2}=\frac{2\mu}{a},\qquad \nu(1+\mu^2)=2\mu c.$$
Therefore
$$q_{E_1}(f)=S(f)+2\mu c\,\langle f,\tfrac{|K|-1}{r}f\rangle\ge0.\tag{6}$$

Since $q_E(f)\to-\infty$ as $E\to\infty$, each $f\ne0$ has a Talman level, and (3) with (6) places it at or above $E_1$.

## 6. The ground state attains the minimum

Take $f_1=r^{s-1}e^{-Zr}\chi$ with constant $\chi$, so $K=1$. By (4),
$$Bf_1=-ic\,\boldsymbol\sigma\cdot\mathbf n\,\partial_rf_1=ic\Big(\frac{1-s}{r}+Z\Big)\boldsymbol\sigma\cdot\mathbf n\,f_1 .$$
Since $\mu\nu=c(1-s)$ and $\mu(M+E_1)=Ma=cZ$, this equals $i\mu W^{-1}\boldsymbol\sigma\cdot\mathbf n f_1$. So $S(f_1)=0$, $q_{E_1}(f_1)=0$, and the maximizing lower component is $g_1=WBf_1=i\mu\,\boldsymbol\sigma\cdot\mathbf n f_1$. The gradients behave as $r^{s-2}$ near the nucleus and are square integrable for $s>\frac12$, which holds here. The minimum is attained.

The spinor $\phi=(f_1,g_1)$ is an eigenvector. The lower row of $(H-E_1)\phi$ is $Bf_1-W^{-1}g_1=0$. For the upper row, (4) with $K=1$ gives
$$Bg_1=\mu c\Big(\partial_r+\frac2r\Big)f_1=\Big(\frac{\mu c(1+s)}{r}-\mu cZ\Big)f_1=\Big(\frac{\nu}{r}-(M-E_1)\Big)f_1,$$
because $\mu(1+s)=a$ and $Z/a=c/2$. This cancels $(M-E_1-\nu/r)f_1$.

## 7. No spectrum between $-M$ and $E_1$

Let $-M<E<E_1$, $h=g-W_EBf$ and $\chi=(f,\,2W_EBf-g)=(f,\,W_EBf-h)$. Multiplying out,
$$\begin{aligned}\mathrm{Re}\langle\chi,(H-E)\psi\rangle&=\langle f,(M-E-\tfrac{\nu}{r})f\rangle+2\langle Bf,W_EBf\rangle\\&\quad-2\,\mathrm{Re}\langle Bf,g\rangle+\langle g,W_E^{-1}g\rangle=q_E(f)+\langle h,W_E^{-1}h\rangle.\end{aligned}$$

Since $q_E$ is convex in $E$, it lies above its tangent at $E_1$. By (3) and (6),
$$q_E(f)\ge(E_1-E)\big(\|f\|^2+\|W_{E_1}Bf\|^2\big).$$
Moreover $W_E\le kW_{E_1}$ with $k=(M+E_1)/(M+E)>1$, and $W_E^{-1}\ge M+E$. With $N^2=\|f\|^2+\|W_EBf\|^2+\|h\|^2$ and $\delta=\min\{(E_1-E)/k^2,\,M+E\}$,
$$\mathrm{Re}\langle\chi,(H-E)\psi\rangle\ge\delta N^2 .$$
Both $\|\chi\|$ and $\|\psi\|$ are at most $\sqrt2N$. Thus $\|(H-E)\psi\|\ge\delta N/\sqrt2\ge\frac{\delta}{2}\|\psi\|$. For a self-adjoint operator this excludes $E$ from the spectrum. Statement A is proved.

It follows that $H\ge E_1$ on the range of $P_+$, which contains $\phi$, and $H\le-M$ on the range of $P_-=1-P_+$. Since $P_+$ commutes with $H$, it preserves the domain $H^1$. So $P_+$ is admissible and $E(P_+)=E_1$.

## 8. Other admissible projectors give no higher energy

Let $\phi$ be a normalized ground state and $\phi_\pm=\Lambda_\pm\phi$. From $(H-E_1)\phi=0$,
$$\mathrm{Re}\,\langle\phi_+-\phi_-,(H-E_1)(\phi_++\phi_-)\rangle=0.$$
The cross terms are a number minus its complex conjugate, hence imaginary. What remains is
$$\langle\phi_+,(H-E_1)\phi_+\rangle=\langle\phi_-,(H-E_1)\phi_-\rangle\le-(E_1-a_-)\|\phi_-\|^2.\tag{7}$$
If $\phi_+$ vanished, $\phi$ would lie in the range of $\Lambda_-$ and force $a_-\ge E_1$. So $\phi_+\ne0$ is a valid trial vector, and
$$E(\Lambda_+)\le E_1-(E_1-a_-)\frac{\|\phi_-\|^2}{\|\phi_+\|^2}.\tag{8}$$
This proves statement B. If $\phi_-\ne0$, (8) forces a strict lowering: part of the true ground state has been assigned to the discarded space, while the retained space has acquired negative-energy character. This is not the only way to lose energy. Even with every ground state retained, another vector of the electron space can take on enough negative-energy character to fall below $E_1$, as the rotated vector $u'$ of the next paragraph does once $\theta$ is large enough.

**The maximizer is not unique.** For an admissible splitting, equality holds if and only if the range of $\Lambda_+$ contains every ground state and $H\ge E_1$ there. Take an excited bound eigenvector $u$ with energy $E_2>E_1$, such as 2s, and a normalized $v\in H^1$ in the range of $P_-$. Replace $u$ by $u'=u\cos\theta+v\sin\theta$ in the electron space and $v$ by $v\cos\theta-u\sin\theta$ in the other. $H$ does not couple $u'$ to the rest of the electron space, and its energy $E_2\cos^2\theta+\langle v,Hv\rangle\sin^2\theta$ exceeds $E_1$ for small $\theta$. On the other space, $R\le-M\cos^2\theta+E_2\sin^2\theta$, which is also below $E_1$ for small $\theta$. The maximum is unchanged.

**Admissibility cannot be dropped.** Move all ground states from the range of $P_+$ to $\Lambda_-$. Then $a_-=E_1$, and the no-pair energy rises to the next level.

## 9. Which projectors are admissible?

For the free projector, $H_0\le-M$ on the negative space and the nuclear potential is negative, so $a_-\le-M$. The same argument covers the projector of a hydrogenic Hamiltonian $H'$ with charge $Z'\le Z$, since $H=H'-2(Z-Z')/r$.

For $Z'>Z$ the difference is repulsive. With $2Z'\alpha<1$, Hardy's inequality gives $\|\psi/r\|\le(2/c)\|H_0\psi\|$ and $\|H_0\psi\|\le\|H'\psi\|/(1-2Z'\alpha)$, so
$$\Big\|\frac{2(Z'-Z)}{r}\psi\Big\|\le\eta\|H'\psi\|,\qquad\eta=\frac{2(Z'-Z)\alpha}{1-2Z'\alpha}.$$
By Heinz's inequality, such a norm bound between positive operators carries over to mean values, with $|H'|$ on the right. On the negative space $H'=-|H'|$, so $a_-\le-(1-\eta)M$. The condition $\eta<1$ is sufficient for admissibility.

Taking the upper spinors alone as electron space is also admissible, since $-M-\nu/r\le-M$ on the lower ones. Its no-pair energy is the infimum of $M-\nu\langle1/r\rangle$, which is $-\infty$: nothing opposes contraction of $f$. In Talman's principle the inner supremum restores the kinetic term in (2).

## 10. Hydrogen-like silver

For Ag$^{46+}$, $Z=47$ and $Z\alpha=0.3429756$. The model omits nuclear size, recoil and radiative corrections; the digits below serve comparisons within it. Here $s=\sqrt{1-0.3429756^2}=0.9393443$ and $M=37557.73$ Ry, so
$$E_1-M=-(1-0.9393443)M=-2278.09\ \text{Ry}=-30995\ \text{eV}.$$
The nonrelativistic value is $-Z^2=-2209$ Ry.

**Talman levels.** For radial functions $rf=r\,e^{-\zeta r}$ with $\zeta/Z=0.8$, $1$ and $1.2$, the levels relative to $M$ are $-2144.11$, $-2265.47$ and $-2235.57$ Ry. All lie above $-2278.09$ Ry. Varying the power of $r$ as well brings the minimum to $-2278.09$ Ry, at power $0.9393$ and $\zeta/Z=1.0000$, as section 6 requires.

**No-pair energies.** The projector is taken from a nucleus of charge $Z'$, while $H$ keeps $Z=47$. A matrix calculation with 35 radial functions per component gives:

| $Z'$ | $E(\Lambda_+)-M$ (Ry) | Loss (Ry) |
|---|---:|---:|
| 0 | −2303.29 | 25.20 |
| 25 | −2283.35 | 5.26 |
| 43 | −2278.26 | 0.170 |
| 45 | −2278.13 | 0.042 |
| 47 | −2278.09 | 0.000 |
| 49 | −2278.13 | 0.042 |
| 51 | −2278.26 | 0.169 |
| 54 | −2278.61 | 0.516 |

The loss is $E_1-E(\Lambda_+)$. Doubling the mismatch from 2 to 4 multiplies it by 4.01 below $Z$ and 3.99 above. This is the quadratic behaviour expected near a maximum if the energy is a smooth function of $Z'$.

For the free projector the loss is 1.1% of the binding energy. A coarser basis changes this no-pair energy by about 0.01 Ry. The discarded weight is $\|\phi_-\|^2=1.785\times10^{-4}$, confirmed by an independent momentum-space integral. With $a_-\le-M$, (8) guarantees a loss of at least
$$(35279.6+37557.7)\times1.785\times10^{-4}\approx13.0\ \text{Ry}.$$
The trial vector $\phi_+$ itself gives 24.7 Ry. By (7), the mean energy of $\phi_-$ is therefore about $24.7/(1.785\times10^{-4})\approx1.38\times10^5$ Ry below $E_1$, or near $-2.7M$. The bound assumes only $-M$, which is why it accounts for about half the loss.

The printed matrix values of $a_-$ for these projectors lie about 133 Ry below $-M$. This offset is a basis artefact: it comes from the lack of slowly decaying functions and shrinks toward zero as more diffuse functions are added. The estimate above uses the proven bound instead.

**Exceptions.** Rotating 2s by 0.1 rad into the negative-energy state lying just below $-M$ leaves the no-pair energy at $-2278.09$ Ry relative to $M$, a second maximizer. At this angle the rotated vector stays above $E_1$ only if $\langle v,Hv\rangle$ exceeds $(E_1-E_2\cos^2\theta)/\sin^2\theta\approx-3.57M$; a deeper state lowers the no-pair energy. Moving 1s into the discarded space, within the single angular sector computed, raises it to $-573.9$ Ry, the 2s level. That splitting is inadmissible.

## 11. Scope

The condition $a<\frac12$ secures the domain by an elementary argument. The algebra leading to (6) is valid for $a<1$ on smooth functions vanishing near the origin, but beyond $a=\frac12$ the domain needs separate treatment.

The result concerns one electron in a fixed potential. The proof of (8) uses an eigenvector of $H$ and a one-particle splitting. It does not establish that a correlated many-electron no-pair energy is largest for any particular projector, and it says nothing about the Breit interaction or nuclear recoil.

## Computed values

```
Hydrogen-like silver, Z = 47
c = 274.071998 Rydberg a.u.;  M = mc^2 = 37557.7301 Ry
Z alpha = 0.342976;  s = 0.939344;  mu = 0.176851
E1 = s M = 35279.6406 Ry
E1 - M = -2278.0895 Ry = -30994.99 eV
nonrelativistic -Z^2 = -2209.0 Ry
Talman level - M, f radial r exp(-Z r): quadrature -2265.4678 Ry
  same level from matrix maximum over g: -2265.4678 Ry
Talman level - M, G = r exp(-0.8 Z r): -2144.1090 Ry
Talman level - M, G = r exp(-1.2 Z r): -2235.5662 Ry
minimum over G = r^t exp(-zeta r): -2278.0895 Ry
  at t = 0.93934, zeta/Z = 1.00000
functions per component: 35 (coarse basis 18)
E1 - M from full matrix: -2278.0895 Ry
E2 - M (2s): formula -573.9072 Ry, matrix -573.9070 Ry
No-pair energies; loss = E1 - E(L+), weight = |L- phi|^2
Z'= 0: E-M=-2303.2924 Ry, loss=25.20284 Ry, weight=1.785e-04, a_minus+M=-133.044 Ry
Z'=25: E-M=-2283.3462 Ry, loss=5.25668 Ry, weight=3.873e-05, a_minus+M=-133.614 Ry
Z'=43: E-M=-2278.2594 Ry, loss=0.16990 Ry, weight=1.277e-06, a_minus+M=-133.787 Ry
Z'=45: E-M=-2278.1319 Ry, loss=0.04239 Ry, weight=3.191e-07, a_minus+M=-133.792 Ry
Z'=47: E-M=-2278.0895 Ry, loss=0.00000 Ry, weight=1.768e-30, a_minus+M=-133.794 Ry
Z'=49: E-M=-2278.1318 Ry, loss=0.04225 Ry, weight=3.191e-07, a_minus+M=-133.792 Ry
Z'=51: E-M=-2278.2583 Ry, loss=0.16875 Ry, weight=1.276e-06, a_minus+M=-133.786 Ry
Z'=54: E-M=-2278.6053 Ry, loss=0.51573 Ry, weight=3.910e-06, a_minus+M=-133.768 Ry
loss ratio Z'=43 to 45: 4.008;  51 to 49: 3.994
free projector, coarse basis: E-M = -2303.2809 Ry
free projector, guaranteed loss from bound: 13.00497 Ry
free projector, loss of projected 1s trial: 24.68710 Ry
free negative-energy weight, momentum space: 1.7852e-04
upper-spinor projector in this basis: E-M = -1.524e+08 Ry
random splittings: 400, admissible: 386, none above E1
2s rotated by 0.1 rad: E-M = -2278.0895 Ry, a_minus+M = 610.47 Ry
1s moved to L- (inadmissible): E-M = -573.9070 Ry
```
